\section*{Choosing Energy Points on a Semicircular Contour for Metals and Insulators}

\section{More points, a worse charge}

A tight-binding chain with hopping $t=1$~eV is filled up to $E_F=0.5$~eV and sampled with 1000 $k$ points. Integrating its Green function over a semicircle with 16 Gauss--Legendre points gives an occupation that differs from the infinite chain's value, $0.580430623$ per site and spin, by $7\times10^{-9}$. With 256 points the difference is $5.7\times10^{-4}$.

The larger calculation is the better quadrature: it agrees with the number of occupied levels on the mesh, $0.581$, to $6\times10^{-11}$. The two settings answer different questions, and a program that offers a number of energy points and a clustering parameter leaves the choice to its user. The choice follows from where the Green function is singular, seen from the contour.

\section{What the setting controls}

Let $D(E)$ be the density of states per cell and spin, and
\begin{equation}
G(z)=\int\frac{D(E)}{z-E}\,dE .
\end{equation}
Just above the real axis $\mathrm{Im}\,G(E+i0)=-\pi D(E)$. At zero temperature, with $E_B$ below the bands to be counted and above any lower ones,
\begin{equation}
N=\int_{E_B}^{E_F}D\,dE=-\frac1\pi\,\mathrm{Im}\int_{E_B}^{E_F}G(z)\,dz .
\label{N}
\end{equation}
$G$ is analytic in the upper half-plane, so by Cauchy's theorem the path may be raised into a semicircle with the same ends,
\begin{equation}
z=c+Re^{i\theta},\qquad c=\tfrac12(E_F+E_B),\qquad R=\tfrac12(E_F-E_B).
\end{equation}
Here $\theta=\pi$ at $E_B$ and $\theta=0$ at $E_F$. Two maps to the Gauss--Legendre variable $x\in[-1,1]$ are compared:
\begin{align}
\text{plain:}\quad&\theta=\tfrac{\pi}{2}(1-x),\\
\text{clustered:}\quad&\theta=\alpha(e^s-1),\quad s=\tfrac L2(1-x),\quad L=\ln(1+\pi/\alpha).
\end{align}
A small $\alpha$ gathers points logarithmically near $E_F$. Since $\theta$ falls as $x$ rises, $dz=-iRe^{i\theta}J\,dx$ with $J=|d\theta/dx|$, equal to $\pi/2$ or $\tfrac L2(\alpha+\theta)$. Because $-\mathrm{Im}(-iq)=\mathrm{Re}\,q$, the rule with nodes $x_i$ and weights $w_i$ is
\begin{equation}
N_n=\frac R\pi\,\mathrm{Re}\sum_{i=1}^n w_iJ_ie^{i\theta_i}G(z_i).
\end{equation}

\section{The error of one level}

A level at $E$ contributes $1/(z-E)$ to $G$. Let $x_0$ be the complex $x$ at which $z(x_0)=E$. Near it $z-E\simeq z'(x_0)(x-x_0)$, so $z'(x)/(z-E)$ has the pole $1/(x-x_0)$, with unit residue under either map. It is therefore enough to integrate $1/(x_0-x)$ and reverse the sign.

Split the integrand:
\begin{equation}
\frac1{x_0-x}=\frac{1-P_n(x)/P_n(x_0)}{x_0-x}+\frac{1}{P_n(x_0)}\frac{P_n(x)}{x_0-x}.
\end{equation}
The first term is a polynomial of degree $n-1$, which the rule integrates without error. The second vanishes at every node. The integral minus the sum is therefore
\begin{equation}
\mathcal E_n(x_0)=\frac{1}{P_n(x_0)}\int_{-1}^1\frac{P_n(x)}{x_0-x}\,dx .
\label{kernel}
\end{equation}

For large $n$ put $x_0=\cosh\zeta$ with $\mathrm{Re}\,\zeta>0$. Inserting $P_n=\frac{1}{2^nn!}\frac{d^n}{dx^n}(x^2-1)^n$ and integrating by parts $n$ times gives
\begin{equation}
\int_{-1}^1\frac{P_n(x)}{x_0-x}dx=\int_{-1}^1\frac{g(x)^n}{x_0-x}dx,\qquad g=\frac{1-x^2}{2(x_0-x)} .
\end{equation}
The condition $g'=0$ reads $x^2-2x_0x+1=0$, so the saddle is $x_1=e^{-\zeta}$. There $x_0-x_1=\sinh\zeta$, $g=e^{-\zeta}$ and $(\ln g)''=-2/(1-x_1^2)=-e^{\zeta}/\sinh\zeta$. The Gaussian integral is
\begin{equation}
\frac{e^{-n\zeta}}{\sinh\zeta}\sqrt{\frac{2\pi\sinh\zeta}{n\,e^{\zeta}}}=e^{-(n+1/2)\zeta}\sqrt{\frac{2\pi}{n\sinh\zeta}} .
\end{equation}
For the denominator use Laplace's integral,
\begin{equation}
P_n(\cosh\zeta)=\frac1\pi\int_0^\pi(\cosh\zeta+\sinh\zeta\cos\chi)^n d\chi .
\label{laplace}
\end{equation}
(Multiplying by $\tau^n$ and summing over $n$ turns the right side into $(1-2\tau\cosh\zeta+\tau^2)^{-1/2}$, the generating function of the $P_n$.) Near $\chi=0$ the logarithm of the bracket is $\zeta-\tfrac12e^{-\zeta}\sinh\zeta\,\chi^2$, while the end $\chi=\pi$, where the bracket is $e^{-\zeta}$, contributes less by a factor $e^{-2n\,\mathrm{Re}\,\zeta}$ and is dropped. Half a Gaussian gives $P_n\simeq e^{(n+1/2)\zeta}/\sqrt{2\pi n\sinh\zeta}$. Dividing,
\begin{equation}
\mathcal E_n(x_0)\simeq2\pi e^{-(2n+1)\zeta},\qquad n\,\mathrm{Re}\,\zeta\gg1 .
\label{law}
\end{equation}
With the sign reversal and the factor $-1/\pi$ of (\ref{N}), a level of weight $g_w$ causes
\begin{equation}
N_n-N\simeq-2g_w\,\mathrm{Im}\,e^{-(2n+1)\zeta}.
\label{dN}
\end{equation}
The error oscillates inside an envelope that falls as $e^{-2n\ln\rho}$, with $\ln\rho=\mathrm{Re}\,\zeta=\mathrm{Re}\,\mathrm{arccosh}\,x_0$. For an error $\varepsilon$ the envelope requires
\begin{equation}
n\simeq\frac12\left[\frac{\ln(2g_w/\varepsilon)}{\ln\rho}-1\right].
\label{n}
\end{equation}

For a continuous spectrum, write the integrand $f(x)$ as a Cauchy integral over an ellipse with foci $\pm1$ on which $\mathrm{Re}\,\mathrm{arccosh}\,x'$ is constant. Its error is $\frac{1}{2\pi i}\oint f(x')\mathcal E_n(x')dx'$. The ellipse can grow until it meets a singularity of $f$, so the singularity with the smallest $\ln\rho$ sets the rate. At an inverse-square-root branch point the contour wraps the cut, and $\int_0^\infty\tau^{-1/2}e^{-an\tau}d\tau\propto n^{-1/2}$ adds a slow prefactor.

\section{Where the singularities lie}

From $e^{i\theta_0}=(E-c)/R$,
\begin{equation}
\theta_0=-i\ln\frac{E-c}{R},\qquad
x_0=1-\frac{2\theta_0}{\pi}\ \text{ or }\ 1-\frac2L\ln\!\left(1+\frac{\theta_0}{\alpha}\right).
\label{image}
\end{equation}
These formulas have further branches. The numerical check compares measured rates with the branch used here and finds agreement within its 20\% tolerance.

\subsection{Plain rule}

A singularity at $E_F+\delta$, $\delta\ll R$, has $\theta_0\simeq-i\delta/R$ and $x_0\simeq1+2i\delta/(\pi R)$. Since $\cosh\zeta\simeq1+\zeta^2/2$,
\begin{equation}
\zeta\simeq(1+i)\sqrt{\frac{2\delta}{\pi R}},\qquad \ln\rho\simeq\sqrt{\frac{2\delta}{\pi R}} .
\label{plain}
\end{equation}
Below $E_F$, $\zeta$ is replaced by its complex conjugate. For a level of fixed weight $n$ thus grows as $\delta^{-1/2}$. With $R=1.5$~eV, $\delta=0.05$~eV and unit weight, the unexpanded image (\ref{image}) gives $\ln\rho=0.1447$ (0.146 from (\ref{plain})), and (\ref{n}) gives $n\simeq\frac12(19.1/0.1447-1)\simeq66$ for $\varepsilon=10^{-8}$. The computation needs 64, and 199 at $\delta=0.005$~eV. The ratio is 3.11, against $\sqrt{10}=3.16$.

\subsection{Clustered rule}

Take $\alpha=\delta/R$. The singularity at $E_F+\delta$ then sits at $s_0=\ln(1-i)=0.35-0.79i$, whatever $\delta$ is. Near $x=1$, $\zeta^2\simeq2(x_0-1)=-4s_0/L$, so
\begin{equation}
\ln\rho\simeq\mathrm{Re}\sqrt{-4s_0/L}\simeq1.01/\sqrt L .
\end{equation}
The other end matters too. A singularity near $E_B$ has $\theta_0=\pi+iu$ with $u=-\ln(|E-c|/R)$, hence $s_0=L+\sigma$ with $\sigma=\ln[1+iu/(\pi+\alpha)]$. Then $-x_0=1+2\sigma/L$, and as $x_0$ and $-x_0$ have the same $\ln\rho$,
\begin{equation}
\ln\rho\simeq\mathrm{Re}\sqrt{4\sigma/L}.
\label{bottom}
\end{equation}
Clustering takes points away from $E_B$, and the band bottom can become the bottleneck.

Levels below the centre $c$ follow (\ref{bottom}) and become slower the closer they lie to $E_B$. Levels above $c$, many $\delta$ away from $E_F$, have $|\mathrm{Im}\,s_0|\simeq\pi/2$, so $|\mathrm{Im}\,x_0|\simeq\pi/L$ and $\ln\rho$ can be as small as about $\pi/L$. For $L$ above about 10 this is less than $1.01/\sqrt L$, and in a system with many discrete levels these can set the rate.

\section{Insulators}

The example is a dimerized chain with alternating hoppings $t_1,t_2$ and $E_k^2=t_1^2+t_2^2+2t_1t_2\cos k$. The outer edges are $\pm W=\pm(t_1+t_2)=\pm2$~eV and the inner ones $\pm\Delta$, with $\Delta=|t_1-t_2|$ half the gap. Averaging $2z/(z^2-E_k^2)$ over $k$ with $\langle(a-b\cos k)^{-1}\rangle=(a-b)^{-1/2}(a+b)^{-1/2}$ gives
\begin{equation}
G=\frac{2z}{\sqrt{z^2-W^2}\sqrt{z^2-\Delta^2}},
\end{equation}
singular at the four edges. Here $E_B=-3$~eV, and $E_F$ lies a quarter of the gap above midgap, so $\delta$ is a quarter of the gap and $N=1$. The points needed for an error of $10^{-8}$ electrons are:

\begin{center}
\begin{tabular}{ccccc}
gap (eV) & plain $n$ & clustered $n$ & $L$ & clustered $\ln\rho$\\
1 & 25 & 18 & 3.06 & 0.466\\
0.1 & 67 & 22 & 5.25 & 0.388\\
0.01 & 173 & 26 & 7.54 & 0.327\\
0.0001 & -- & 33 & 12.15 & 0.257
\end{tabular}
\end{center}

For small gaps the clustered rate is set by the band bottom. With $c\simeq-1.5$~eV, $(E-c)/R\simeq-\frac13$ at $E=-2$~eV, so $u\simeq\ln3$, $\sigma\simeq0.06+0.34i$ and (\ref{bottom}) gives $0.89/\sqrt L$, below the $1.01/\sqrt L$ of the gap edge. The tabulated $\ln\rho$, from (\ref{image}) without expansion, gives $\ln\rho\,\sqrt L=0.90$ for both of the smallest gaps; the rates fitted to the error decay, 0.324 and 0.255, give 0.89.

From a gap of 0.1 to 0.01~eV the plain $n$ grows by a factor of 2.58, less than for a level of fixed weight. The states near the gap also become fewer: for $E\ll W$, $D=2E/(\pi W\sqrt{E^2-\Delta^2})$, whose integral from the edge, $2\sqrt{E^2-\Delta^2}/(\pi W)$, scales with the gap when $E/\Delta$ is fixed. Within a quarter of the gap from the edge, the eigenvalues give 0.0178 and 0.0018 states per cell. By (\ref{n}), $(2n+1)\ln\rho=\ln(2g_w/\varepsilon)$ should then fall by about $\ln10=2.3$; with the plain $\ln\rho=0.1022$ and $0.0325$ it falls from $135\times0.1022=13.8$ to $347\times0.0325=11.3$.

At midgap, the plain rule needs 89 points for the 0.01~eV gap instead of 173. Doubling $\delta$ accounts for a factor of about $\sqrt2$. In addition, the two edges have nearly conjugate $\zeta$, so their errors (\ref{dN}) nearly cancel. Two single levels at $\pm0.005$~eV show this at $n=60$: their errors are $-5.03\times10^{-3}$ and $4.93\times10^{-3}$, with sum $-1.0\times10^{-4}$. An $n$ tuned at midgap should not be trusted after $E_F$ has moved within the gap.

\section{Metals}

\subsection{The infinite crystal}

For the uniform chain, $\varepsilon_k=-2t\cos k$, define $\lambda$ by $\lambda+1/\lambda=-z/t$ and $|\lambda|<1$. Then $(1-\lambda e^{ik})(1-\lambda e^{-ik})=-(\lambda/t)(z-\varepsilon_k)$, and expanding in geometric series,
\begin{equation}
\frac1{z-\varepsilon_k}=G(z)\sum_{m=-\infty}^{\infty}\lambda^{|m|}e^{ikm},\qquad
G=\frac{-\lambda}{t(1-\lambda^2)} .
\label{images}
\end{equation}
The average over $k$ keeps $m=0$, so $G$ is the infinite chain's Green function. Since $G=1/[t(\lambda-1/\lambda)]$ and $(\lambda-1/\lambda)^2=z^2/t^2-4$, it equals $1/(\sqrt{z-2t}\sqrt{z+2t})$.

Continued from above through the real axis at $E_F$, this function meets no singularity until the band edges $\pm2t$. The dense spectrum at $E_F$ does no harm once the $k$ integral has been done. For $E_F=0.5$~eV and $E_B=-3$~eV the plain rule has $\ln\rho=0.65$ and reaches $10^{-8}$ with 13 points. Clustering with $\alpha=0.01$ lowers $\ln\rho$ to 0.32, the value (\ref{bottom}) gives for the band bottom, and needs 25.

When $E_F$ approaches a van Hove energy, $\delta$ is the distance to it and clustering pays again: at $E_F=1.98$~eV, 0.02~eV below the band top, the plain rule needs 94 points and the clustered one 33. For other bands the continued $G$ may also be singular at complex energies, where $d\varepsilon/dk=0$ at complex $k$, even in one dimension. For $\varepsilon_k=-2\cos k-0.4\cos3k$ (in eV) this happens at $\cos^2k=-\frac16$, $z=-0.218i$~eV. With $E_F=0.1$~eV and $E_B=-3$~eV that point gives the plain rule $\ln\rho=0.44$, below the 0.57 of the band edges. The singularity with the smallest $\ln\rho$ still decides.

\subsection{A finite $k$ mesh}

With $M$ equally spaced $k$ points the average of $e^{ikm}$ is 1 if $m$ is a multiple of $M$ and 0 otherwise. Equation (\ref{images}) becomes
\begin{equation}
G_M=G\sum_{j=-\infty}^{\infty}\lambda^{M|j|}=G\,\frac{1+\lambda^M}{1-\lambda^M}.
\end{equation}
Writing $\lambda=e^{ik}$ gives $z=-2t\cos k$ with complex $k$. For small $\mathrm{Im}\,k$, $\mathrm{Im}\,z\simeq v\,\mathrm{Im}\,k$ with $v=d\varepsilon/dk$, so $|\lambda|^M\simeq e^{-M\,\mathrm{Im}\,z/v}$. A node high enough above the axis cannot distinguish the mesh from the infinite chain.

The lowest node near $E_F$ follows from (\ref{laplace}) with $x=\cos\phi$. For small $\phi$ it gives $P_n\simeq J_0((n+\tfrac12)\phi)$, where $n+\frac12$ replaces $n$ because Legendre's equation contains $n(n+1)\simeq(n+\frac12)^2$. With $j_0=2.405$ the first zero of $J_0$ and $1-x\simeq\phi^2/2$, the plain rule has
\begin{equation}
\theta_1\simeq\frac{\pi j_0^2}{4(n+\frac12)^2}.
\end{equation}
At $n=16$ the node has $\mathrm{Im}\,z=0.0291$~eV. With $v=1.94$~eV and $M=1000$ the exponent is $1000\times0.0291/1.94\simeq15$, so $|\lambda|^M\simeq3\times10^{-7}$. This is why 16 points return the infinite chain's charge. The mesh is resolved once $MR\theta_1/v$ has fallen to about 1,
\begin{equation}
n+\tfrac12\simeq\sqrt{\frac{\pi j_0^2MR}{4v}}=\sqrt{\frac{4.54\times1000\times1.75}{1.94}}\simeq64 .
\label{cross}
\end{equation}
At $n=64$ the result is indeed closer to the discrete count (difference $5\times10^{-5}$) than to the infinite chain ($6\times10^{-4}$). The change sets in much earlier: at half this $n$ the exponent is 4, and $|\lambda|^M\simeq0.02$ already shifts the charge by $1\times10^{-4}$; from $n=39$ on the result is closer to the discrete count. The infinite chain's value is held to $10^{-6}$ only up to $n=20$, and to $10^{-8}$ only from $n=13$ to 16. To keep the mesh invisible at a tolerance $\varepsilon$ the exponent must be about $\ln(1/\varepsilon)$ rather than 1, which lowers (\ref{cross}) by the factor $\sqrt{\ln(1/\varepsilon)}$: $64/\sqrt{18.4}\simeq15$ for $\varepsilon=10^{-8}$.

Beyond this, the nearest level takes the role of the singularity. It lies 0.0026~eV from $E_F$, so $\ln\rho\simeq0.031$ by (\ref{plain}); the levels at $\pm k$ together weigh $g_w=0.002$. Equation (\ref{n}) gives 208 points for $10^{-8}$, and the computation needs 196. With $\alpha=\delta/R$, 29 suffice. In a metal on a finite mesh clustering speeds convergence to the discrete count; already with 16 clustered points the infinite-chain value is missed by $5.5\times10^{-4}$.

\section{Choosing the values}

\textbf{Identify $\delta$.} Use the distance from $E_F$ to the nearer band edge in an insulator, to the nearest level in a molecule or finite cluster, and to the nearest van Hove energy in a metal with a converged $k$ integral, bearing in mind that a singularity at a complex energy can lie closer.

\textbf{Metal, $E_F$ well inside a band.} Use the plain rule or a large $\alpha$, and keep $n$ near or below the value (\ref{cross}) divided by $\sqrt{\ln(1/\varepsilon)}$, about a quarter of it for $\varepsilon=10^{-8}$. If raising $n$ shifts the charge after it had settled, the contour has begun to resolve the mesh; the cure is more $k$ points. The estimate (\ref{cross}) is for one dimension, where $M$ counts the points along the line.

\textbf{Small gap, isolated level or nearby van Hove energy.} Cluster with $\alpha\simeq\delta/R$. For the 0.1~eV gap the value is not critical: $\alpha=\delta/R$ needs 22 points, a tenth of it 26, and ten times it 27. For an isolated level too large an $\alpha$ costs more: at $\alpha=10\,\delta/R$ the level sits at $s_0=\ln(1-0.1i)$, and $\ln\rho\simeq0.44/\sqrt L$ replaces $1.01/\sqrt L$. A level at $\delta=0.05$~eV needs 22, 19 and 31 points at a tenth, one and ten times $\delta/R$, so for an isolated level with uncertain $\delta$ choose $\alpha$ on the small side. For bands a tenfold excess can be the cheaper error: at $E_F=1.98$~eV in the chain the same three settings need 39, 33 and 32.

\textbf{The lower end.} Keep $E_B$ away from states on either side. At a small distance $\delta_B$ the plain rate is $\sqrt{2\delta_B/(\pi R)}$, by the symmetry of the rule. With clustering, $\sigma\simeq i\delta_B/(\pi R)$ in (\ref{bottom}) gives $\sqrt{2\delta_B/(\pi RL)}$, smaller by $\sqrt L$.

\textbf{$E_F$ on a band edge.} At an inverse-square-root edge geometric convergence is lost. (A single level exactly at $E_F$ is different: $\mathrm{Re}[Re^{i\theta}G]=\mathrm{Re}[e^{i\theta}/(e^{i\theta}-1)]=\tfrac12$ along the whole arc, so the plain rule returns half the level's weight for every $n$.) At the top of the chain's band $G\,dz\propto\theta^{-1/2}d\theta$. The first node lies at $y=1-x\propto n^{-2}$, and the unresolved piece $\int_0^{h}y^{-1/2}dy=2\sqrt h$ with $h\propto n^{-2}$ leaves an error of order $1/n$. Near the end $\theta=\pi y/2$ for the plain rule and $\theta\simeq\alpha Ly/2$ for the clustered one, so clustering multiplies the error by $\sqrt{\alpha L/\pi}$ and keeps the power. For $\alpha=0.01$, $L=5.75$ and the factor is 0.135, as computed at $n=80$. Doubling $n$ from 40 to 80 only halves the plain error, from $6.8\times10^{-3}$ to $3.4\times10^{-3}$ electrons.

\section*{Computed results}
\begin{verbatim}
Single level 0.05 eV above E_F=0, E_B=-3.0 eV, R=1.5 eV
  plain, n=60: ln rho=0.1447, error=1.536e-07, law=1.558e-07
  clustered, n=20: ln rho=0.4995, error=7.949e-09, law=8.031e-09
  plain n for 1e-8: delta 0.05 eV 64, 0.005 eV 199, ratio 3.11
  levels at +0.005, -0.005 eV, plain n=60: errors -5.03e-03, 4.93e-03, sum -9.59e-05
Insulator, E_B=-3.0 eV, outer edges +-2.0 eV, E_F=gap/4 above midgap
  points for error 1e-8; ln rho predicted / measured
  gap 1.0 eV plain: n=25, 0.3041 / 0.3023
  gap 1.0 eV clustered: n=18, 0.4656 / 0.4537, alpha=1.538e-01, L=3.064
  gap 0.1 eV plain: n=67, 0.1022 / 0.1020
  gap 0.1 eV clustered: n=22, 0.3881 / 0.3852, alpha=1.653e-02, L=5.253
  gap 0.01 eV plain: n=173, 0.0325 / 0.0319
  gap 0.01 eV clustered: n=26, 0.3265 / 0.3244, alpha=1.665e-03, L=7.543
  gap 0.0001 eV clustered: n=33, 0.2571 / 0.2548, alpha=1.667e-05, L=12.147
  plain n ratio, gap 0.01 to 0.1 eV: 2.58
  small-delta ln rho at gap 0.01 eV: 0.0326 (full 0.0325)
  ln rho*sqrt(L), gaps 0.01, 0.0001 eV: 0.897, 0.896
  edge-state weight per cell: gap 0.1 eV 0.01781, 0.01 eV 0.00178
  gap 0.01 eV, E_F at midgap, plain: n=89
  gap 0.1 eV, alpha=0.1*delta/R: n=26
  gap 0.1 eV, alpha=1.0*delta/R: n=22
  gap 0.1 eV, alpha=10.0*delta/R: n=27
Metal, exact zone integral, hopping 1 eV, E_B=-3 eV
  E_F=0.5 eV: exact N=0.580430623
    plain: n=13, ln rho 0.6464 / 0.6403
    clustered: n=25, ln rho 0.3246 / 0.3195, alpha=0.01000
  E_F=1.98 eV: exact N=0.954946586
    plain: n=94, ln rho 0.0714 / 0.0710
    clustered: n=33, ln rho 0.2432 / 0.2374, alpha=0.00803
Metal with 1000 k points, E_F=0.5 eV, R=1.75 eV
  N infinite=0.580430623, N discrete=0.581000000
  nearest level at 0.00262 eV, v=1.9365 eV
  n=16 nearest node: theta=0.01665 (law 0.01668), Im z=0.02913 eV
  there |lambda|^M=2.928e-07, exp(-M Im z/v)=2.925e-07
  plain n=16: |N-N_inf|=6.73e-09, |N-N_disc|=5.69e-04
  plain n=64: |N-N_inf|=6.20e-04, |N-N_disc|=5.10e-05
  plain n=256: |N-N_inf|=5.69e-04, |N-N_disc|=6.15e-11
  clustered n=16: |N-N_inf|=5.55e-04, |N-N_disc|=1.48e-05
  clustered n=40: |N-N_inf|=5.69e-04, |N-N_disc|=1.32e-11
  discrete count to 1e-8: plain n=196 (estimate 208), clustered n=29
E_F at band top (2 eV), alpha=0.01: plain error n=40 6.780e-03, n=80 3.411e-03
  error ratio n=40/n=80: plain 1.988, clustered 1.987
  clustered/plain error at n=80: 0.1353 (law 0.1353)
\end{verbatim}
